# Convergence of the Mills iteration and Newton's method for the KKR-CPA, part 2

We seek the coherent potential approximation (CPA) medium $m$ of an alloy with species $\alpha$ at concentrations $c_\alpha$, in Rydberg units, at $z=E+i\eta$, $\kappa=\sqrt z$. With $\langle\cdot\rangle$ the $k$-average and $G_k$ the structure constants,

$$\tau_k=(m-G_k)^{-1},\quad \tau=\langle\tau_k\rangle,\quad \Omega=m-\tau^{-1},\quad \tau_\alpha=(m_\alpha-\Omega)^{-1},\quad \bar\tau=\sum_\alpha c_\alpha\tau_\alpha .$$

The Mills step is $M(m)=\Omega+\bar\tau^{-1}$. The CPA condition $\bar\tau=\tau$ is $X_c=\sum_\alpha c_\alpha X_\alpha=0$, where $X_\alpha=(1-\Delta_\alpha\tau)^{-1}\Delta_\alpha$, $\Delta_\alpha=m-m_\alpha$. Newton solves $\mathcal J[\delta]=-X_c$. Near the solution $m_*$, $M(m)-m_*=L[\delta]+O(\delta^2)$ and $\mathcal J=1-L$; $\rho$ is the spectral radius.

In the free representation $m_\alpha=t_\alpha^{-1}$, and the average t-matrix start (ATA) is $(\sum_\alpha c_\alpha t_\alpha)^{-1}$. For regular and outgoing amplitudes related by $\alpha=y\beta$, values $f$ and outward derivatives $f'$ at the sphere boundary (in the chain of period $a$, $x=\pm s$) obey $f'=-\varphi(y)f$. This defines the hard-sphere variables (tildes): $\varphi(m_\alpha)=-D_\alpha$ (logarithmic derivative), $\varphi(G_k)=-S_k$ (interstitial slope matrix). Mills commutes with $\varphi$.

The proofs use hard-sphere variables, tildes dropped, and

**Assumption H:** $\eta_\alpha=\mathrm{Im}\,m_\alpha\ge\eta_{\min}>0$ and $\gamma_k=-\mathrm{Im}\,G_k\ge0$.

Here $\mathrm{Im}\,Y=(Y-Y^\dagger)/2i$ and $\mathcal D=\{\Gamma=\mathrm{Im}\,m>0\}$, which contains ATA. Facts: (b) $\pm\mathrm{Im}\,Y\ge\eta_0>0$ implies $\|Y^{-1}\|\le1/\eta_0$ (spectral norm); (c) $\langle aYb\rangle=\bar aY\bar b+\langle\hat aY\hat b\rangle$, $\hat a=a-\bar a$.

With $\hat\tau_k=\tau_k-\tau$, $\hat\tau_\alpha=\tau_\alpha-\bar\tau$, $\sum$ denoting $\sum_\alpha c_\alpha\langle\cdot\rangle$, and $\Gamma_{\rm new}=\mathrm{Im}\,M(m)$,

$$\Gamma_{\rm new}=\sum A\Gamma A^\dagger+Q=\sum B^\dagger\Gamma B+Q',$$
$$A=\bar\tau^{-1}\hat\tau_\alpha\tau^{-1}\hat\tau_k,\qquad B=\hat\tau_k\tau^{-1}\hat\tau_\alpha\bar\tau^{-1}.$$

$Q,Q'\ge\eta_{\min}$ hold the $\eta_\alpha$ and $\gamma_k$ terms. With $\bar m=\sum c_\alpha m_\alpha$ and $V=\max_\alpha\|m_\alpha-\bar m\|$, $\Gamma_{\rm new}\le\Gamma_{\max}=\|\mathrm{Im}\,\bar m\|+V^2/\eta_{\min}$.

For $m,m'\in\mathcal D$, $\delta=m-m'$, with primes marking quantities at $m'$,

$$\Omega-\Omega'=-\tau^{-1}\langle\hat\tau_k\delta\hat\tau_k'\rangle\tau'^{-1}.$$

The scalar model has half-width 1 Ry, levels $\varepsilon_\pm=\mp\delta$ (here $\delta$ is a parameter), $c_\pm=\tfrac12$, $m_\pm=z-\varepsilon_\pm$, $\Omega=\tau/4$, $m=\tau/4+1/\tau$, $|\tau|<2$, $\tau'=d\tau/dm=-\tau^2/(1-\tau^2/4)$; its virtual-crystal start is $m_0=z$.

Next $\tau_\alpha-\tau'_\alpha=+\tau_\alpha(\Omega-\Omega')\tau'_\alpha$, so $M(m)-M(m')=-\bar\tau^{-1}\sum_\alpha c_\alpha\hat\tau_\alpha(\Omega-\Omega')\hat\tau'_\alpha\bar\tau'^{-1}$. The two minus signs cancel:

$$M(m)-M(m')=\sum A\,\delta\,B' .$$

*Contraction.* Define $d(m,m')=\|\Gamma^{-1/2}\delta\,\Gamma'^{-1/2}\|$, $\tilde A=\Gamma_{\rm new}^{-1/2}A\Gamma^{1/2}$, $\tilde B=\Gamma'^{1/2}B'\Gamma_{\rm new}'^{-1/2}$. The identity for $\Gamma_{\rm new}$ says $\sum\tilde A\tilde A^\dagger\le1-q$ with $q=\lambda_{\min}(\Gamma_{\rm new}^{-1/2}Q\Gamma_{\rm new}^{-1/2})$, and $\sum\tilde B^\dagger\tilde B\le1-q'$. For unit vectors $u,v$, the Cauchy–Schwarz inequality bounds $\sum|\tilde A^\dagger u||\tilde Bv|$, giving

$$d(Mm,Mm')\le\sqrt{(1-q)(1-q')}\;d(m,m')\le(1-q_0)\,d(m,m'),\qquad q_0=\frac{\eta_{\min}}{\Gamma_{\max}} .$$

For $n\ge1$, $\|m_{n+1}-m_n\|\le\Gamma_{\max}d(m_n,m_{n+1})$ falls geometrically, so the iterates converge to a point with $\Gamma\ge\eta_{\min}$, which by continuity obeys $M(m_*)=m_*$, that is $\bar\tau=\tau$. Two solutions in $\mathcal D$ would have $d\le(1-q_0)d$, so the solution in $\mathcal D$ is unique. Each iterate from ATA is holomorphic in $z$, being built from holomorphic matrices by averages and inversions that (b) keeps regular. On a compact set in $\mathrm{Im}\,z>0$ the constants are uniform, so the limit is uniform and holomorphic, with $\mathrm{Im}\,\tau<0$. Letting $m,m'\to m_*$ gives $\rho(L)\le\sqrt{(1-q)(1-q')}<1$, so $\mathcal J=1-L$ is invertible for every $\eta>0$.

The proof fails for negative $k$-weights, where (c) loses its sign, for overlapping spheres, and at $\eta=0$. Convex mixing of iterates in the variable $\tilde m$ stays in $\mathcal D$ because $\mathcal D$ is convex; extrapolation of Broyden or Anderson type carries no such guarantee.

## Approach to the real axis

For small $\eta$, $q_0\approx\eta_{\min}^2/V^2$, a guarantee and not the rate. At $m_*$, $A=X_\alpha\hat\tau_k$ and $B=\hat\tau_kX_\alpha$. The positive map $\hat L[Y]=\sum AYA^\dagger$ satisfies $\Gamma=\hat L[\Gamma]+Q$. By the Perron–Frobenius theorem for positive maps its adjoint has an eigenmatrix $\Lambda\ge0$ with eigenvalue $\rho(\hat L)$, and taking the trace with it gives $1-\rho(\hat L)=\mathrm{tr}\Lambda Q/\mathrm{tr}\Lambda\Gamma$. Inside a band and away from poles of $D_\alpha$ and $S_k$, $Q=O(\eta)$ while $\Gamma$ stays finite, so $1-\rho(\hat L)\propto\eta$ to leading order; this is particle conservation in the retarded–advanced channel. The iteration is governed by the retarded–retarded map. In the scalar case $L=\sum c_\alpha X_\alpha^2\langle\hat\tau_k^2\rangle$ and $\hat L=\sum c_\alpha|X_\alpha|^2\langle|\hat\tau_k|^2\rangle$, so $|L|$ reaches $\hat L$ only when the phases of all $\hat\tau_k^2$ coincide, as they do when $m$ becomes real.

In the scalar model set $u=z-\Omega$ and $\bar\tau=g(u)=u/(u^2-\delta^2)$. The chain rule through the cavity has $d\Omega/dm=\tau'/4=-\tau^2/(4-\tau^2)$ and $dM/d\Omega=1+g'/g^2$. At the solution $\tau=g$ and $z(u)=u+g/4$, so

$$L=-\frac{g^2+g'}{4-g^2},\qquad 1-L=\frac{4+g'}{4-g^2}=\frac{4z'(u)}{4-g^2}.$$

A band edge is a branch point of $u(z)$: $z'(u_0)=0$ at real $u_0$, where $L=1$. At $z=E_0+i\eta$, $i\eta=\tfrac12z''x^2$ with $x=u-u_0$, and $\mathrm{Im}\,u>0$ selects $x=(1+i)\sqrt{\eta/z''}$ for $z''>0$. Then $1-L=\epsilon(1+i)$ with $\epsilon=4\sqrt{z''\eta}/(4-g_0^2)$. The next term of $1-L$ is a real coefficient times $x^2$, which is imaginary and enters $|L|$ only at third order, so $|L|^2=1-2\epsilon+2\epsilon^2$ and $1-|L|=\epsilon-\epsilon^2/2+O(\epsilon^3)$. The root $-x$ has $\mathrm{Im}\,\tau>0$, $|\tau|<2$: it has $1-L=-\epsilon(1+i)$, hence $|L|>1$, so it repels Mills, and it is an unphysical solution at distance $2\sqrt{2\eta/z''}$ in $u$, so Newton's basin of safety shrinks at least as $\sqrt\eta$. The $\sqrt\eta$ law needs $z''\ne0$, and slow convergence is not confined to such edges. At $E=0$, $\eta\to0$ and $\delta<\tfrac12$ Ry one has $u^2=\delta^2-\tfrac14$ and $L=2\delta^2/(1-2\delta^2)$, which is $0.924$ for $\delta=0.49$ Ry. At $\delta=\tfrac12$ Ry, where the band splits, $z=-4u^3+\dots$ and $1-|L|\propto\eta^{2/3}$.

For $\delta=0.75$ Ry, $g'=-4$ reads $4y^2-y-2\delta^2=0$ with $y=u^2-\delta^2$, so $y=(1+\sqrt{19})/8$, $u_0=1.11012$ Ry, $g_0=1.65723$ Ry$^{-1}$, $E_0=1.11012+1.65723/4=1.52443$ Ry. With $z''=g''/4=5.3919$ Ry$^{-1}$ the coefficient is $4\times2.3220/1.2536=7.409$ Ry$^{-1/2}$. At $\eta=10^{-5}$ Ry, $\epsilon=2.3430\times10^{-2}$ and $\epsilon-\epsilon^2/2=2.3156\times10^{-2}$, against a measured $2.3154\times10^{-2}$. At $\eta=10^{-7}$ Ry the measured $2.3488\times10^{-3}$ lies 0.25% above $\epsilon=2.3430\times10^{-3}$, opposite in sign to the correction. The measurement does not resolve that correction: it starts at a step of $10^{-9}$ Ry, an error $10^{-9}/(\sqrt2\,\epsilon)=3.0\times10^{-7}$ Ry in $m$ and $|d\Omega/dm|=2.19$ times that in $u$, which is about 0.3% of $|x|=1.9\times10^{-4}$ Ry, and $1-L\propto x$ changes locally by a fraction of that order. The step counts, 472 and 2724, refer to a step below $10^{-9}$ Ry. A step is $|1-L|$ times the error, so this criterion understates the error by that factor near an edge.

## Newton with a Mills safeguard

Let $r(m)=d(m,Mm)$ in the hard-sphere variable. At each step form the Newton trial, accept it if it lies in $\mathcal D$ and its residual is at most $r/2$, and otherwise take $Mm$. A Mills step gives $r(Mm)\le(1-q_0)r(m)$, so $r$ falls geometrically in either case. Summing the remaining Mills steps gives $\|Mm-m_*\|\le\Gamma_{\max}(1-q_0)\,r/q_0$, so the returned $Mm$ tends to the physical solution. At fixed $\eta$ and close enough to $m_*$, $r$ is bounded above and below by multiples of the error because $1-L$ is invertible, the trials are accepted, and convergence is quadratic.

## Worked example: a two-channel chain

Take $a=3$ bohr, $s=1.2$ bohr, $c_A=0.4$, $c_B=0.6$, potentials $(-1.0,-0.6)$ Ry for A and $(0.4,0.2)$ Ry for B on the left and right half of the sphere, 400 $k$-points, and $z=0.5+0.01i$ Ry $=6.8028+0.1361i$ eV. The asymmetry makes $t_\alpha$ non-diagonal. If $T$ is the transfer matrix of $(\psi,\psi')$ from $-s$ to $s$, eliminating $\psi'(-s)$ with $\det T=1$ gives $D=T_{12}^{-1}\begin{pmatrix}T_{22}&-1\\-1&T_{11}\end{pmatrix}$. The sine interpolation across the gap $b=a-2s$ gives $S_k=\frac{\kappa}{\sin\kappa b}\begin{pmatrix}-\cos\kappa b&e^{ika}\\e^{-ika}&-\cos\kappa b\end{pmatrix}$. The t-matrices are tested against Lippmann–Schwinger quadrature, $\varphi(G_k)$ against $-S_k$, and the CPA condition against inversion of a 301-site chain at $0.5+0.1i$ Ry, with residual $1.5\times10^{-12}$ bohr$^{-1}$.

The smallest eigenvalue among the $\eta_\alpha$ belongs to B: from the elements $0.00985$, $0.00531$, $0.00912$ it is $0.009485-\sqrt{0.000365^2+0.00531^2}=0.00416$ bohr$^{-1}$. With $V=3.2586$ bohr$^{-1}$, $V^2/\eta_{\min}\approx2.55\times10^3$ bohr$^{-1}$ and $q_0=1.6\times10^{-6}$.

The solution has elements (11, 12, 22)

$$\varphi(m_c):\ 0.03949+0.13880i,\ \ 0.48012+0.10650i,\ \ -0.06806+0.22276i\ \ \text{bohr}^{-1},$$
$$\tilde\tau_c:\ -0.19001-1.01373i,\ \ 0.74688+0.02528i,\ \ -0.13429-0.94908i\ \ \text{bohr}.$$

The eigenvalues of $\Gamma$ are $0.18078\mp0.11447$, that is $0.0663$ and $0.2953$ bohr$^{-1}$. The CPA local density of states per spin at $+s$ is $1.01373/\pi=0.32268$ (Ry bohr)$^{-1}=0.02372$ (eV bohr)$^{-1}$, and $0.30210$ (Ry bohr)$^{-1}$ at $-s$. These are single-site values; a direct average over random chains gives $0.329\pm0.001$ (Ry bohr)$^{-1}$ at $+s$, about 2% higher. Removing a site cuts the chain in two, so $\tilde\Omega$ must be diagonal for a converged mesh. Indeed $\det\tilde\tau_c=-1.49379+0.27871i$ and $-\tilde\tau_{12}/\det\tilde\tau_c=0.48012+0.10650i=\varphi(m_c)_{12}$. As $L$ passes through $\delta\tilde\Omega$, it has rank at most 2; its eigenvalues are $0.08277+0.29348i$ and $0.12722+0.24658i$, of modulus $0.3049$ and $0.2775$.

Errors $\|m_n-m_c\|$ in bohr, from ATA, in the free representation:

| $n$ | Mills | Newton |
|---|---|---|
| 0 | 1.18 | 1.18 |
| 1 | 3.58e-1 | 1.53e-1 |
| 2 | 1.16e-1 | 9.59e-3 |
| 3 | 3.64e-2 | 3.26e-5 |
| 4 | 1.13e-2 | 3.89e-10 |

The mean Mills rate from $n=5$ onward is $0.3036$, close to $\rho(L)$; five steps from a small error are tested against $L^5$. For Newton $e_3/e_2^2=0.35$ and $e_4/e_3^2=0.37$ bohr$^{-1}$. Halving a small starting error divides the next error by $2.0000$ for Mills and $4.0000$ for Newton. The first step taken in the two representations differs by $5\times10^{-16}$ bohr$^{-1}$ for Mills and $3.2\times10^{-2}$ bohr$^{-1}$ for Newton. At the solution $q=q'=0.0885$; they are equal because $m$ is symmetric and $G_{-k}=G_k^T$, which makes $Q'=Q^T$ and $\Gamma$ real. The local bound $0.9115$ is thus three times the rate. On 40 random pairs in $\mathcal D$ the identities and bounds are tested, and the largest ratio of $d$ is $0.4969$.

| $\eta$ (Ry) | $\rho(L)$ | $1-\rho(\hat L)$ | Mills | safeguarded |
|---|---|---|---|---|
| 1e-1 | 0.2538 | 5.72e-1 | 18 | 4 |
| 1e-2 | 0.3049 | 1.07e-1 | 21 | 5 |
| 1e-3 | 0.3087 | 1.171e-2 | 21 | 5 |
| 1e-4 | 0.3091 | 1.182e-3 | 21 | 5 |

Here and in the scan below, Mills stops at a step below $10^{-11}(1+\|\tilde m\|)$, while the safeguarded scheme stops at $r<10^{-10}$ and its count omits the final Mills step that it returns. At this in-band energy $1-\rho(\hat L)$ falls by $9.9$ over the last decade while $\rho(L)$ and the step count settle. The mean-value property, which holomorphy requires but which any harmonic function also has, is tested with 200 $k$-points: the mean of $\varphi(m_c)$ over a circle of radius $0.02$ Ry about $0.5+0.05i$ Ry differs from the central value by $3\times10^{-13}$ bohr$^{-1}$.

Over 36 energies from $-0.6$ to $1.5$ Ry at $\eta=0.01$ Ry, with 200 $k$-points, Mills never leaves $\mathcal D$ and needs at most 196 steps; the safeguarded scheme needs at most 8, each with a Jacobian and extra zone sums. Plain Newton, started from ATA in the free representation and limited to 40 steps, leaves $\mathcal D$ at 3 energies, ends on the physical root at 34, on an unphysical root at 1 and on neither at 1, so leaving $\mathcal D$ is not always fatal. In the scalar model at $\eta=10^{-3}$ Ry, from the virtual crystal, it leaves at 117 of 161 energies and ends physical at 74, unphysical at 78, unconverged at 9; at least 30 runs left and returned. Every unphysical root found lies outside $\mathcal D$, as uniqueness requires. In the scan the smallest eigenvalue of $\mathrm{Im}(m_\alpha-G_k)$ in the free representation is about $-366$ bohr. This extreme occurs at $E=0$, where $j_1=\sin\kappa x\propto\kappa$ makes the odd-channel $t^{-1}$ scale as $1/z$. At the neighbouring energies the value is about $-10$ bohr and at $E=0.48$ Ry it is $-0.14$ bohr, but it is negative at all 36 energies. This difference is unchanged by a common shift of $m_\alpha$ and $G_k$, and H would make it positive, so no shift establishes H there; the domain test must be applied to $\varphi(m)$ and not to $t_c^{-1}$.

The program and its output follow.

## Table of computed values

```
a=3.0 bohr, s=1.2 bohr, c_A=0.4, c_B=0.6, V_A=(-1.0, -0.6) Ry, V_B=(0.4, 0.2) Ry, nk=400
z = 0.5+0.01i Ry = 6.8028+0.1361i eV; matrices: 11 12 22
real-space CPA residual at 0.5+0.1i Ry: 1.5e-12 1/bohr
m_A (bohr): -1.05600+0.70418i -0.24217+0.00209i -1.76295+0.73186i
m_B (bohr): 1.49278+0.71497i 1.05053-0.00799i 8.06451+0.56189i
m_ATA (bohr): 0.39216+2.67847i -1.02494+0.57143i -5.57744+3.92820i
m after 1 Mills step (bohr): 0.93186+2.30065i -1.01915+0.42992i -4.97132+3.06689i
m_c (bohr): 1.09094+2.46940i -0.96757+0.43715i -4.67142+3.22885i
-D_A (1/bohr): 2.28414+0.08008i 2.92952+0.08417i 3.14798+0.10012i
-D_B (1/bohr): -0.17492+0.00985i 0.50927+0.00531i -0.30801+0.00912i
phi(m_c) (1/bohr): 0.03949+0.13880i 0.48012+0.10650i -0.06806+0.22276i
hard-sphere tau_c (bohr): -0.19001-1.01373i 0.74688+0.02528i -0.13429-0.94908i
hard-sphere Omega (1/bohr): 0.06717-0.49139i 0.00000+0.00000i -0.06862-0.45598i
eigenvalues of Im phi(m_c) (1/bohr): 0.06630 0.29525
LDOS per spin at +s,-s: 0.32268 0.30210 /(Ry bohr) = 0.02372 0.02220 /(eV bohr)
covariance defect of first step (1/bohr): Mills 5.3e-16, Newton 3.195e-02
error ratio on halving the start error: Mills 2.0000, Newton 4.0000
Mills errors n=0..6 (bohr): 1.18e+00 3.58e-01 1.16e-01 3.64e-02 1.13e-02 3.49e-03 1.08e-03
Newton errors n=0..6 (bohr): 1.18e+00 1.53e-01 9.59e-03 3.26e-05 3.89e-10 1.10e-14 1.15e-14
eigenvalues of L: 0.08277+0.29348j 0.12722+0.24658j; rho=0.30493; mean observed rate 0.3036
eta_min=0.00416 1/bohr, V=3.2586 1/bohr, |Im mbar|=0.0788 1/bohr, q0=1.627e-06
at solution q=0.08848, q'=0.08848; largest d ratio in 40 random pairs 0.4969
E=0.5 Ry: eta(Ry) rho(L) 1-rho(Lhat) 1-bound Mills-steps hybrid-steps
  1e-01 0.25379 5.7170e-01 5.1981e-01 18 4
  1e-02 0.30493 1.0701e-01 8.8480e-02 21 5
  1e-03 0.30871 1.1712e-02 9.5023e-03 21 5
  1e-04 0.30907 1.1824e-03 9.5731e-04 21 5
Cauchy mean-value defect, centre 0.5+0.05i Ry, radius 0.02 Ry: 3.0e-13 1/bohr
scan 36 energies -0.6..1.5 Ry, eta=0.01 Ry, nk=200: max steps Mills 196, hybrid 8
  Newton from ATA: left domain 3, physical 34, unphysical 1, other 1
  min eigenvalue of Im(m_a-G_k), free representation: -365.6601 bohr
scalar: delta=0.75 Ry; first step at z=1e-6i Ry: Im m Mills 1.1250, Newton -1.3765 Ry
  161 energies, eta=1e-3 Ry, Newton: left domain 117, physical 74, unphysical 78, other 9
  E=0.90 Ry: physical m=0.30993+0.27177j Ry; Mills from its conjugate gives 0.30928-0.26932j Ry
  upper edge: u0=1.11012 Ry, g0=1.65723 1/Ry, E0=1.52443 Ry, z"=5.3919 1/Ry, coef=7.4094 Ry^-1/2
  eta=1e-05 Ry: 1-rate measured 2.3154e-02, edge law 2.3430e-02, steps 472
  eta=1e-07 Ry: 1-rate measured 2.3488e-03, edge law 2.3430e-03, steps 2724
```
